# Truncated Coulomb kernels in plane-wave pseudopotential energies and their G = 0 terms

## Definitions and conventions

Hartree atomic units are used. A periodic cell of volume $\Omega$ contains an electron density $n(\mathbf r)$ with $N$ electrons, and ions at $\mathbf R_I$ with valence charges $Z_I$ and total charge $Q=\sum_I Z_I$. Fourier transforms are taken over one copy of a localized function:
$$f(\mathbf G)=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

The local pseudopotential acting on an electron is
$$V_I(r)=-\frac{Z_I\,\mathrm{erf}(r/a_I)}{r}+s_I(r),$$
with $s_I$ short-ranged. The first part is the potential energy of an electron in the field of the Gaussian charge
$$\rho_I(r)=\frac{Z_I}{\pi^{3/2}a_I^3}e^{-r^2/a_I^2},\qquad \rho_I(\mathbf G)=Z_Ie^{-G^2a_I^2/4}.$$
Indeed, the charge inside radius $r$ is $Z_I[\mathrm{erf}(r/a_I)-2re^{-r^2/a_I^2}/(\sqrt\pi a_I)]$, which equals $-r^2\,d[Z_I\mathrm{erf}(r/a_I)/r]/dr$, as Gauss's law demands. Let $\rho(\mathbf r)=\sum_I\rho_I(\mathbf r-\mathbf R_I)$.

The target is either an isolated molecule or a slab repeated in its plane but not along $z$. Let $L$ be the cell length in the truncated directions (the cell is a cube for the molecule), $R$ the cutoff of the kernel, and $D$ the largest separation of two charges in the truncated directions, tails included. The condition used throughout is
$$D\le R\le L-D. \tag{1}$$

The result to be shown is that the long-range electrostatic energy is
$$E_{\rm long}=\frac1{2\Omega}\sum_{\mathbf G}v_c(\mathbf G)\,|n(\mathbf G)-\rho(\mathbf G)|^2, \tag{2}$$
with one truncated kernel $v_c$ for all three products. The values at $\mathbf G=0$ are $v_c(0)=2\pi R^2$ for a molecule and $-2\pi R^2$ for a slab, and the finite terms proportional to $a_I^2$ of the periodic scheme are absent. Kinetic, exchange-correlation and nonlocal energies play no part.

## First derivation: counting pairs

**The cell identity.** Let $f$ and $h$ be two real localized densities. The periodic function $K(\mathbf r)=\sum_{\mathbf T}v_c(\mathbf r+\mathbf T)$, with $\mathbf T$ the lattice vectors, has Fourier coefficients $v_c(\mathbf G)/\Omega$, because integrating the sum over one cell equals integrating $v_c$ over all space. Hence
$$\frac1\Omega\sum_{\mathbf G}v_c(\mathbf G)f^*(\mathbf G)h(\mathbf G)=\sum_{\mathbf T}\iint f(\mathbf r)h(\mathbf r')v_c(\mathbf r-\mathbf r'+\mathbf T)\,d^3r\,d^3r'. \tag{3}$$

For a molecule take $v_c(r)=1/r$ for $r<R$ and zero outside. The term $\mathbf T=0$ has $|\mathbf r-\mathbf r'|\le D\le R$, so every pair of the molecule is counted with its full interaction. For $\mathbf T\ne0$ the separation is at least $L-D\ge R$, so no image contributes. The same argument applied to $z$ separations removes the vertical images of a slab and keeps the in-plane copies.

The identity holds for each product separately: electron-electron, electron-ion and ion-ion. Each therefore needs truncation. Two different cutoffs that both satisfy (1) would still give the same energies, provided each is used with its own $v_c(0)$. What must agree is the interaction at the separations that occur. Using one kernel secures this and makes the cancellation at $\mathbf G=0$ visible.

**Kernel for the molecule.** The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, so
$$v_c(G)=\int_0^R4\pi r^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^R\sin(Gr)\,dr=\frac{4\pi}{G^2}(1-\cos GR).$$
Since $1-\cos GR\to G^2R^2/2$, the limit is $v_c(0)=2\pi R^2$. It is finite because the interaction has finite range.

**Kernel for the slab.** Write $g=|\mathbf G_\parallel|$ and $k=G_z$. The in-plane transform $u(z)$ of $1/r$ obeys $(-\partial_z^2+g^2)u=4\pi\delta(z)$. The decaying solution is $Ce^{-g|z|}$; its slope jumps by $-2gC$, which must equal $-4\pi$, so $C=2\pi/g$. Truncation to $|z|<R$ gives
$$v_c=\frac{4\pi}{g}\,\mathrm{Re}\int_0^Re^{-(g-ik)z}dz=\frac{4\pi}{g}\,\mathrm{Re}\,\frac{(g+ik)\left(1-e^{-gR}e^{ikR}\right)}{g^2+k^2}.$$
The real part of the numerator is $g-e^{-gR}(g\cos kR-k\sin kR)$, so with $G^2=g^2+k^2$
$$v_c=\frac{4\pi}{G^2}\left[1+e^{-gR}\left(\frac kg\sin kR-\cos kR\right)\right],\qquad g>0.$$

At $g\to0$ the function $u$ expands as
$$\frac{2\pi}{g}e^{-g|z|}=\frac{2\pi}{g}-2\pi|z|+O(g).$$
The constant $2\pi/g$ multiplies the squared net charge at in-plane wave vector $g$. For a neutral slab that charge amplitude is at most of order $g$, so the product vanishes with $g$ even if there is an in-plane dipole. The constant is dropped and $-2\pi|z|$ is kept. Integrating by parts,
$$v_c(0,k)=-4\pi\int_0^Rz\cos kz\,dz=-4\pi\left[\frac{R\sin kR}{k}+\frac{\cos kR-1}{k^2}\right],$$
that is,
$$v_c(0,k)=\frac{4\pi}{k^2}\left[1-\cos kR-kR\sin kR\right],\qquad v_c(0,0)=-4\pi\int_0^Rz\,dz=-2\pi R^2 .$$
For $R=L/2$ and $k=2\pi m/L$ the sine vanishes and the bracket is $1-(-1)^m$. The negative value at $\mathbf G=0$ reflects the dropped constant; it does not mean that equal charges attract.

**The three energies.** With $f=h=n$, identity (3) gives the Hartree energy
$$E_H=\frac1{2\Omega}\sum_{\mathbf G}v_c(\mathbf G)|n(\mathbf G)|^2 .$$
With $f=n$, $h=\rho$ and the opposite sign of the charges, the local energy is
$$E_{\rm loc}=\frac1\Omega\sum_{\mathbf G}n^*(\mathbf G)\sum_Ie^{-i\mathbf G\cdot\mathbf R_I}V_I(\mathbf G),\qquad V_I(\mathbf G)=-Z_Iv_c(\mathbf G)e^{-G^2a_I^2/4}+s_I(\mathbf G).$$
The part $s_I$ has no tail to truncate. Its transform is the ordinary one.

For the ions, the product of two Gaussian transforms is $e^{-G^2(a_I^2+a_J^2)/4}$. Two Gaussian charges therefore interact as $Z_IZ_J\,\mathrm{erf}(r/a_{IJ})/r$ with $a_{IJ}^2=a_I^2+a_J^2$. Point ions interact as $Z_IZ_J/r$, so the missing $\mathrm{erfc}$ part must be added. The reciprocal sum also contains each Gaussian's interaction with itself. As $r\to0$, $\mathrm{erf}(r/a_{II})/r\to2/(\sqrt\pi a_{II})$ with $a_{II}=\sqrt2a_I$, so this self-energy is $\tfrac12Z_I^2\cdot2/(\sqrt{2\pi}a_I)=Z_I^2/(\sqrt{2\pi}a_I)$. The result is
$$E_{II}=\frac1{2\Omega}\sum_{\mathbf G}v_c|\rho(\mathbf G)|^2-\sum_I\frac{Z_I^2}{\sqrt{2\pi}a_I}+\frac12{\sum}'Z_IZ_J\frac{\mathrm{erfc}(r/a_{IJ})}{r}. \tag{4}$$
The primed sum runs over ion pairs at distance $r$, including in-plane copies for a slab, without the term $r=0$.

Adding the three reciprocal sums completes the square and gives (2).

**The terms at G = 0.** Here $n(0)=N$ and $\rho(0)=Q$. The separate contributions are
$$\frac{N^2v_c(0)}{2\Omega},\qquad -\frac{NQ\,v_c(0)}{\Omega}+\frac N\Omega\sum_Is_I(0),\qquad \frac{Q^2v_c(0)}{2\Omega},$$
and their sum is
$$E_{G=0}=\frac{(N-Q)^2v_c(0)}{2\Omega}+\frac N\Omega\sum_Is_I(0). \tag{5}$$
For a neutral cell $v_c(0)$ cancels. One may then set it to zero in all three terms, but not in one or two of them. For a charged molecule it must be kept. With net charge 1, $L=20$ and $R=10$ bohr, it contributes $\pi\cdot100/8000=0.039$ hartree. For a charged slab, changing the dropped constant changes the energy in proportion to the squared charge, so the absolute energy is a convention.

The derivative of the energy with respect to $n$ gives the electrostatic potential energy of an electron. Its average over the cell is $[(N-Q)v_c(0)+\sum_Is_I(0)]/\Omega$. For an isolated neutral molecule the potential tends to zero far from the charge. The computed potential has this isolated form at points that lie within $R$ of all charges, tails included, and at least $R$ away from all their images. The eigenvalue of an orbital confined to this region therefore refers to the vacuum; a diffuse empty orbital may need a larger cell. Outside a neutral slab of in-plane cell area $A$, inserting $-2\pi|z-z'|$ gives $\mp2\pi d_z/A$ above and below, where $d_z$ is the dipole per cell. The step $-4\pi d_z/A$ is the physical difference of the two vacuum levels.

## Second derivation: removing images from the periodic energy

Now start from the periodic scheme. Its point-charge interaction $v_P(\mathbf r)$ has coefficients $4\pi/(G^2\Omega)$ for $\mathbf G\ne0$ and zero cell average. It describes a lattice of unit charges in a uniform neutralizing background:
$$\nabla^2v_P=-4\pi\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)+\frac{4\pi}\Omega .$$

**Where the periodic finite terms come from.** Split $1/r$ into $\mathrm{erf}(r/a)/r$ and $\mathrm{erfc}(r/a)/r$. The latter has the integral
$$\int\frac{\mathrm{erfc}(r/a)}rd^3r=4\pi a^2\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\pi a^2,$$
since integration by parts turns the last integral into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=1/4$.

The periodic ionic potential is $-Z_I[v_P-\mathrm{erfc}(r/a_I)/r]+s_I$. As $v_P$ has zero average, the component at $\mathbf G=0$ is
$$\alpha_I=s_I(0)+\pi Z_Ia_I^2 .$$
In the ion-ion energy the same split is made with width $a_{IJ}$. The average of the $\mathrm{erfc}$ part must be subtracted to keep $v_P$ at zero average, which gives
$$-\frac1{2\Omega}\sum_{IJ}Z_IZ_J\,\pi(a_I^2+a_J^2)=-\frac{\pi Q}{\Omega}\sum_IZ_Ia_I^2 .$$
Otherwise the periodic ion-ion energy has the form (4), with $4\pi/G^2$ for $v_c$, no $\mathbf G=0$ term, and copies in all three directions in the primed sum.

**The image potential.** Let $u$ be the desired interaction: $1/r$ for the molecule, and for the slab the in-plane lattice sum with the constant dropped as above. Define $w=v_P-u$. The singularity at the origin cancels. At the separations allowed by (1), $\nabla^2u$ has only the point-charge terms, so $w$ is smooth and
$$\nabla^2w=\frac{4\pi}{\Omega}. \tag{6}$$
The periodic energies exceed the desired ones by
$$\Delta E_H=\tfrac12\iint nn'w,\qquad \Delta E_{\rm loc}=-\sum_IZ_I\int n(\mathbf r)w(\mathbf r-\mathbf R_I)d^3r,\qquad \Delta E_{II}=\tfrac12\sum_{IJ}Z_IZ_Jw(\mathbf R_I-\mathbf R_J). \tag{7}$$
The last sum includes $I=J$, because an ion also interacts with its own images.

**Smearing.** Averaging a smooth function over the normalized Gaussian of width $a$ multiplies its Fourier components by $e^{-G^2a^2/4}$, which is the operator $e^{a^2\nabla^2/4}$. By (6), $\nabla^2w$ is constant and higher powers of $\nabla^2$ give zero. Up to Gaussian tails beyond the allowed region,
$$\langle w\rangle_a=w+\frac{a^2}4\,\frac{4\pi}\Omega=w+\frac{\pi a^2}\Omega .$$
Replacing the point ions in (7) by Gaussians therefore gives
$$\Delta E_{\rm loc}=-\iint n\rho'w+\frac{N\pi}\Omega\sum_IZ_Ia_I^2,\qquad \Delta E_{II}=\tfrac12\iint\rho\rho'w-\frac{\pi Q}\Omega\sum_IZ_Ia_I^2 .$$

The added constants are the periodic finite terms just found. Subtracting $\Delta E_{\rm loc}$ and $\Delta E_{II}$ removes them. What remains in each reciprocal sum is $v_P-w$, which equals $u$ at all separations that occur. It may be represented by the periodic function $K$, whose coefficients are $v_c(\mathbf G)/\Omega$. This reproduces (2) and (4).

The zero component follows without a limit $\mathbf G\to0$, because it is the integral of the interaction kept in one cell: $\int_{r<R}d^3r/r=2\pi R^2$ for the sphere and $\int_{-R}^R(-2\pi|z|)dz=-2\pi R^2$ for the slab. The changes to the periodic scheme are thus
$$\alpha_I\to s_I(0)-Z_Iv_c(0),\qquad -\frac{\pi Q}\Omega\sum_IZ_Ia_I^2\to\frac{Q^2v_c(0)}{2\Omega},\qquad 0\to\frac{N^2v_c(0)}{2\Omega}\ \text{(Hartree)}.$$

## What mixed kernels do

Equation (7) also gives the error when some terms remain periodic.

**Molecule in a cube.** Cubic symmetry makes the quadratic part of $w$ isotropic, and (6) fixes its coefficient: $6c=4\pi/L^3$. Thus
$$w=-\frac\xi L+\frac{2\pi r^2}{3L^3}+O(L^{-5}),$$
with the computed dimensionless lattice-sum constant $\xi=2.8373$. If the Hartree term alone is truncated, a neutral system has the leading error $(-NQ+Q^2/2)(-\xi/L)=N^2\xi/(2L)$. If the ion-ion term alone remains periodic, it is $-Q^2\xi/(2L)$.

**Slab.** The $g=0$ part of $v_P$ is $(\pi L/3-2\pi|z|+2\pi z^2/L)/A$ for $|z|\le L/2$: it has the right curvature, zero slope at $L/2$ and zero average. Hence, apart from image terms of order $e^{-g(L-D)}$ with $g>0$,
$$w=\frac1A\left(\frac{\pi L}3+\frac{2\pi z^2}L\right).$$
The constant in $w$ gives a mixed error that grows linearly with the cell length $L$; the part from the parabola falls as $1/L$.

The constant in $w$ could be absorbed by a redefinition. The quadratic part cannot. If the ionic potential alone stays periodic, the electrons feel an additional $-\sum_IZ_Iw(\mathbf r-\mathbf R_I)$, an inverted parabola that draws them towards the vacuum.

When all terms are periodic and the system is neutral, the constant cancels. For charges $q_i$ of zero sum, $\tfrac12\sum_{ij}q_iq_j|\mathbf x_i-\mathbf x_j|^2=-|\sum_iq_i\mathbf x_i|^2$. The remaining error is $-2\pi d^2/(3\Omega)$ for the cube, at leading order, and $-2\pi d_z^2/\Omega$ for the slab, up to exponentially small terms.

## A polar model unit

Two pseudo-ions with $Z=2$ and $4$ lie at $z=-1$ and $1$ bohr. Fixed Gaussian clouds of 1 and 5 electrons are centred on them, so $N=Q=6$ and $d_z=-2\ e\,$bohr. With $L=20$ and $R=10$ bohr, the cube has $\Omega=8000$ bohr³; the slab with in-plane side 6 bohr has $\Omega=720$ bohr³. In both cases $|v_c(0)|=628.32$ hartree bohr³.

For the molecule, the Hartree term at $\mathbf G=0$ is $36\times628.32/(2\times8000)=1.4137$ hartree. The ion-ion term is equal to it and the long-range local term is $-2.8274$ hartree, so they cancel. The short-range remainder is $6\times(1.2028+3.8199)/8000=0.0038$ hartree. For the slab the three terms are $-15.708$, $31.416$ and $-15.708$ hartree.

The truncated molecular energies are 13.8919 (Hartree), $-26.1386$ (local) and 4.0000 hartree (ion-ion). Each agrees with its real-space value in a test to $10^{-8}$ hartree; the last is simply $2\times4/2$. The total is $-8.2468$ hartree, or $-224.406$ eV.

The slab total is $-8.1668$ hartree, or $-222.229$ eV, and agrees with an extrapolated real-space lattice sum within the tested $10^{-7}$ hartree. Its separate terms do not change when $L$ grows to 24 bohr. Its ion-ion term, $-8.3408$ hartree, is negative because of the dropped constant.

| Error relative to the truncated result (hartree) | Molecule | Slab |
|---|---:|---:|
| Hartree alone truncated | 2.535 | −10.814 |
| Ion-ion alone periodic | −2.545 | 10.751 |
| All periodic | −0.00106 | −0.03491 |

For the molecule the leading estimate is $18\times2.8373/20=2.554$ hartree; the quadratic term accounts for most of the difference from 2.535. For the slab the constant gives $-18\times\pi\times20/(3\times36)=-10.47$ hartree, and the parabola supplies the rest, $-0.342$ hartree. At $L=24$ bohr the error has grown to $-12.851$ hartree.

The dipole formulas give $-8\pi/24000=-0.00105$ and $-8\pi/720=-0.03491$ hartree. The small molecular discrepancy belongs to the next order: the remainders of the three separate terms fall with a fitted power 5.006 of $1/L$.

The false slab potential changes between $z=0$ and 5 bohr by
$$-\frac{2\pi}{720}\left[2(36-1)+4(16-1)\right]=-1.134\ \text{hartree},$$
as the direct Fourier calculation also finds. A self-consistent density would respond to this slope, and correcting only the energy afterwards would leave that density wrong.

Condition (1) includes the tails. In an 8 bohr cube with $R=4$ bohr the ion centres are only 2 bohr apart, but some pairs in the Gaussian tails are farther apart than $R$ and lose their interaction, while some image pairs come within $R$ and are wrongly counted. The second effect offsets only part of the first. The three terms are then wrong by $-0.030$, $0.029$ and $-0.003$ hartree. The errors partly cancel in the total, so a total energy alone is a weak check of the cell size. The remaining values are in the numerical output.

## What each derivation assumes

The first derivation needs localized charges, condition (1) and the transform of the truncated interaction. It never uses the periodic energy. Gaussian ions enter through the chosen form of the pseudopotential; the pair count itself holds for any charge shape. It shows most directly why every long-range product must be truncated, and it covers a charged molecule without change.

The second assumes the periodic energy with its background convention, and uses the constant Laplacian of the image potential. Spherical Gaussians make the smearing correction a single constant; a non-spherical ionic charge would also sample the anisotropic part of $w$. In return, this route shows where the terms $\pi Z_Ia_I^2$ go and gives the size of the error when a term is left periodic.

Both require the same separation of images, and for the slab both use the same dropped constant. Neither gives a convention-free absolute energy for a charged slab.

## Numbers as computed

```
ion positions z: -1.0  1.0 bohr
ion charges Z: 2.0  4.0 e
ion widths a: 0.6  0.7 bohr
short-range heights A: 1.0  2.0 hartree
electrons per cloud q: 1.0  5.0 
cloud widths b: 1.0  0.9 bohr
dipole along z: -2.0 e bohr
cell length L, cutoff R: 20.0  10.0 bohr
slab in-plane side: 6.0 bohr
s_I(0): 1.202759  3.819873 hartree bohr^3
periodic finite part alpha_I: 3.464706  9.977395 hartree bohr^3
molecule v_c(0): 628.3185 hartree bohr^3
molecule G=0 Hartree, local long, ion-ion: 1.413717  -2.827433  1.413717 hartree
molecule G=0 local short: 0.003767 hartree
slab v_c(0): -628.3185 hartree bohr^3
slab G=0 Hartree, local long, ion-ion: -15.707963  31.415927  -15.707963 hartree
slab G=0 local short: 0.041855 hartree
Order below: Hartree, local, ion-ion
molecule truncated: 13.891866  -26.138646  4.000000 hartree
molecule real space: 13.891866  -26.138646  4.000000 hartree
molecule all periodic: 11.355511  -21.058288  1.454934 hartree
molecule total truncated: -8.246780 hartree
molecule total truncated: -224.4063 eV
molecule potential at x=3 bohr, Fourier: -0.000004 hartree
molecule potential at x=3 bohr, direct: -0.000004 hartree
cubic constant xi: 2.837297 
molecule error, only Hartree cut: 2.535292 hartree
molecule error, only ion-ion periodic: -2.545066 hartree
molecule error, all periodic: -0.001063 hartree
molecule dipole formula: -0.001047 hartree
remainder powers of 1/L: 5.006  5.006  5.006 
molecule false bend, x=0 to 3 bohr: -0.014452 hartree
molecule false bend, formula: -0.014137 hartree
molecule errors in 8 bohr cube: -0.030242  0.028638  -0.002875 hartree
slab truncated: 1.791039  -1.616966  -8.340846 hartree
slab truncated, L=24 bohr: 1.791039  -1.616966  -8.340846 hartree
slab total truncated: -8.166773 hartree
slab total real space: -8.166773 hartree
slab total truncated: -222.2292 eV
slab error, only Hartree cut: -10.813624 hartree
same, L=24 bohr: -12.851077 hartree
slab error, only ion-ion periodic: 10.751228 hartree
slab error, all periodic: -0.034907 hartree
slab dipole formula: -0.034907 hartree
slab false bend, z=0 to 5 bohr: -1.134465 hartree
slab false bend, formula: -1.134464 hartree
```
